# Mean primary recoil energy for 1 MeV protons in silicon

## Question

A proton of kinetic energy $E=1\,000\,000$ eV enters a thin silicon layer and strikes a silicon atom that is free and at rest. The proton has charge $Z_1=1$ and mass $m$; the silicon nucleus has charge $Z_2=14$ and the atom has mass $M$, with $M/m=27.8821$. The force between them is the bare Coulomb repulsion, and the motion is non-relativistic.

A struck atom counts as a primary recoil if it receives an energy $T$ of at least $E_d=15$ eV. This threshold is taken as sharp and the same in all directions.

Algebra is in atomic units, in which the Coulomb energy at distance $r$ is $Z_1Z_2/r$. For numbers, use 1 hartree = 27.21 eV and 1 bohr = 0.5292 angstrom.

## (a) Recoil energy

**Find $T$ in terms of the scattering angle $\theta$ in the centre-of-mass frame.**

*Model answer.* Let the proton arrive with velocity $v\mathbf n$, where $\mathbf n$ is a unit vector. The centre of mass moves with velocity $V\mathbf n$, where

$$V=\frac{mv}{m+M}.$$

In the centre-of-mass frame the target therefore starts with velocity $-V\mathbf n$. The two momenta are equal and opposite in this frame, so the conserved kinetic energy fixes their common magnitude. The target keeps its speed $V$, and its direction turns through $\theta$, giving a velocity $-V\mathbf n'$ with $\mathbf n\cdot\mathbf n'=\cos\theta$.

Adding back $V\mathbf n$ gives the laboratory velocity $V(\mathbf n-\mathbf n')$. Its square is

$$V^2(2-2\cos\theta)=4V^2\sin^2(\theta/2).$$

With $mv^2=2E$, the recoil energy is

$$T=\frac{M}{2}\,4V^2\sin^2\frac{\theta}{2}
=\frac{2Mm^2v^2}{(m+M)^2}\sin^2\frac{\theta}{2}
=T_m\sin^2\frac{\theta}{2},$$

$$T_m=\frac{4mM}{(m+M)^2}E .$$

The maximum $T_m$ belongs to a head-on collision, $\theta=\pi$.

## (b) Impact parameter

**Relate $T$ to the impact parameter $b$.**

*Model answer.* The vector $\mathbf r$ from target to proton moves like one particle of mass $\mu=mM/(m+M)$ in the repulsion $Z_1Z_2/r$. Its velocity changes from $v\mathbf n$ to $v\mathbf n'$, so the momentum change has magnitude $2\mu v\sin(\theta/2)$.

The orbit is symmetric about the line from the target to the point of closest approach. The proton comes from direction $-\mathbf n$ and leaves towards $\mathbf n'$. The momentum change is along $\mathbf n'+(-\mathbf n)$, which bisects these directions and so lies on the symmetry axis.

Let $\varphi$ be the angle of $\mathbf r$ from this axis. It runs from $-\varphi_0$ to $\varphi_0$. The angle between $-\mathbf n$ and $\mathbf n'$ is $\pi-\theta$, hence $\varphi_0=(\pi-\theta)/2$. Angular momentum conservation, $\mu r^2\dot\varphi=\mu vb$, gives $dt/r^2=d\varphi/(vb)$. The impulse along the axis is then

$$\int\frac{Z_1Z_2}{r^2}\cos\varphi\,dt
=\frac{Z_1Z_2}{vb}\int_{-\varphi_0}^{\varphi_0}\cos\varphi\,d\varphi
=\frac{2Z_1Z_2}{vb}\cos\frac{\theta}{2},$$

because $\sin\varphi_0=\cos(\theta/2)$. Equating this to $2\mu v\sin(\theta/2)$,

$$\tan\frac{\theta}{2}=\frac{Z_1Z_2}{\mu v^2b}=\frac{d}{2b},\qquad
d=\frac{Z_1Z_2}{E_{\rm cm}},\qquad
E_{\rm cm}=\frac{\mu v^2}{2}=\frac{M}{m+M}E .$$

The length $d$ is the closest approach in a head-on collision, where all of $E_{\rm cm}$ becomes Coulomb energy. Since $\sin^2x=\tan^2x/(1+\tan^2x)$,

$$T=\frac{T_m}{1+4b^2/d^2},\qquad b^2=\frac{d^2}{4}\left(\frac{T_m}{T}-1\right).$$

## (c) Cross-section

**Find the cross-section for recoils above $T$, and $d\sigma/dT$.**

*Model answer.* $T$ falls as $b$ grows, so recoils above $T$ come from a disc of radius $b(T)$:

$$\sigma(>T)=\pi b^2=\frac{\pi d^2}{4}\left(\frac{T_m}{T}-1\right).$$

Raising $T$ removes recoils from this count, so the positive differential cross-section is minus the derivative:

$$\frac{d\sigma}{dT}=\frac{\pi d^2T_m}{4T^2}
=\frac{\pi}{T^2}\,\frac{Z_1^2Z_2^2(m+M)^2}{M^2E^2}\,\frac{mME}{(m+M)^2}
=\frac{\pi Z_1^2Z_2^2\,m}{ME\,T^2}.$$

## (d) Mean recoil energy

**Find the mean energy of the primary recoils, as a formula and as a number. Check the formula as $T_m\to E_d$.**

*Model answer.* Each energy is weighted by its cross-section. The constant in front of $1/T^2$ cancels:

$$\langle T\rangle=\frac{\int_{E_d}^{T_m}T\,T^{-2}\,dT}{\int_{E_d}^{T_m}T^{-2}\,dT}
=\frac{\ln(T_m/E_d)}{1/E_d-1/T_m}
=\frac{E_dT_m}{T_m-E_d}\ln\frac{T_m}{E_d}.$$

The maximum recoil energy is

$$T_m=\frac{4\times27.8821}{(28.8821)^2}\times1\,000\,000\ \text{eV}=133\,699\ \text{eV}.$$

Thus $T_m/E_d=8913.3$, its logarithm is 9.0953, and the factor $T_m/(T_m-E_d)$ is 1.000112. The mean is

$$\langle T\rangle=15\times1.000112\times9.0953\ \text{eV}=136.4\ \text{eV},$$

or 5.01 hartree. Numerical integration of the Coulomb orbits over impact parameter, without the Rutherford formula, also gives 136.44 eV.

For the limit, put $T_m=E_d(1+\epsilon)$ with small $\epsilon$. Then $\ln(1+\epsilon)\approx\epsilon-\epsilon^2/2$, and

$$\langle T\rangle\approx E_d\frac{1+\epsilon}{\epsilon}\left(\epsilon-\frac{\epsilon^2}{2}\right)
\approx E_d\left(1+\frac{\epsilon}{2}\right).$$

This is the midpoint of the narrow allowed interval, as it should be.

## (e) Why the mean is so small

**The mean is about one thousandth of $T_m$. Explain this, and find the median and the energy above which half of the transferred energy lies.**

*Model answer.* The spectrum $1/T^2$ puts most recoils close to threshold. If all energies between $E_d$ and $T_m$ were equally likely, the mean would be $(E_d+T_m)/2$, about 67 000 eV.

At the median, $\sigma(>T)$ is half of $\sigma(>E_d)$:

$$\frac{T_m}{T}-1=\frac12\left(\frac{T_m}{E_d}-1\right)
\quad\Rightarrow\quad T_{\rm med}=\frac{2E_dT_m}{E_d+T_m}=30.0\ \text{eV}.$$

The mean lies well above the median because of a long tail: 89% of the primary recoils have less than the mean energy.

Recoils between $T_1$ and $T_2$ contribute $[E_dT_m/(T_m-E_d)]\ln(T_2/T_1)$ to the mean. Each full decade of energy thus adds the same amount, 34.5 eV, and the allowed range spans slightly less than four decades. Half of the energy lies above the point that halves the logarithm:

$$\ln\frac{T_{1/2}}{E_d}=\frac12\ln\frac{T_m}{E_d}
\quad\Rightarrow\quad T_{1/2}=\sqrt{E_dT_m}=1416\ \text{eV}.$$

The mean describes neither the typical recoil, near 30 eV, nor the recoils that carry most of the energy.

## (f) Irradiation of a diode

**A silicon power diode receives $1\times10^{12}$ protons per cm². The atomic density is $5\times10^{22}$ per cm³. Find the density of primary recoils near the entry surface, and the effect of a 25 eV threshold.**

*Model answer.* With $E_{\rm cm}=965\,376$ eV,

$$d=\frac{14\times27.21\times0.5292}{965\,376}\ \text{angstrom}=2.088\times10^{-4}\ \text{angstrom}.$$

The cross-section above threshold is

$$\sigma=\frac{\pi d^2}{4}(8913.3-1)=3.05\times10^{-4}\ \text{angstrom}^2
=3.05\times10^{-20}\ \text{cm}^2 .$$

The recoil density is the product of atomic density, cross-section and fluence:

$$5\times10^{22}\times3.05\times10^{-20}\times10^{12}
=1.5\times10^{15}\ \text{per cm}^3 .$$

At fixed proton energy, a threshold of 25 eV raises the mean to 215 eV, or by 57%. The cross-section, nearly proportional to $1/E_d$, falls to 0.60 of its former value. The energy given to primary recoils is proportional to the product of the two, hence to $\ln(T_m/E_d)$, and falls by about 6%.

Proton irradiation is used to control carrier lifetime in silicon power diodes. The fluence here is a rough typical value, and 15 eV is towards the low end of the thresholds used for silicon. In a real crystal the threshold depends on direction and is not sharp; the change to 25 eV shows how strongly the mean responds. The calculated density is not that of surviving defects: energetic recoils displace further atoms, while many vacancies and interstitials recombine during irradiation or later annealing.

## (g) Other limits of the model

**Assess slowing down, screening, relativity, the nuclear force and temperature, keeping $E_d=15$ eV. For slowing down, use a layer of 10 000 angstrom and a stopping power of 4.27 eV/angstrom, obtained from the Bethe formula with a rough mean excitation energy of 170 eV.**

*Model answer.* **Slowing down.** At constant stopping power the proton loses about 42 700 eV and leaves with 957 300 eV. The mean at exit is 135.8 eV, a fall of 0.5%. The dependence is logarithmic, but it matters over a whole track: with bare Coulomb scattering, protons of 100 000 eV give 102 eV. Screening matters more at this lower energy and raises that value to about 110 eV. Near the end of the track $T_m$ approaches $E_d$, and the value 136 eV no longer applies.

**Screening.** The impact parameter at threshold is 0.0099 angstrom, 6% of the screening length $a=0.165$ angstrom. Classical orbits in the universal Ziegler–Biersack–Littmark potential give a mean of 138.7 eV, 1.6% higher. The last digit depends on the screening function: the potential of a Hartree–Fock silicon atom gives 138.5 eV and the Molière potential 138.9 eV. The sign can be understood from

$$\langle T\rangle=E_d+\int_{E_d}^{T_m}\frac{\sigma(>T)}{\sigma(>E_d)}\,dT,$$

which follows on integrating $T\,d\sigma$ by parts. If screening reduces distant collisions by the larger fraction, $\sigma(>E_d)$ loses the most, the ratio rises and so does the mean.

A Born estimate with a Yukawa potential gives a much smaller shift. The scattering amplitude is proportional to $1/(q^2+1/a^2)$, where $q$ is the momentum transfer. As $T=q^2/(2M)$, the factor $1/T^2$ becomes $1/(T+T_s)^2$, with $T_s=1/(2Ma^2)=0.0027$ eV. The mean then rises by only about 0.02 eV. The parameter $Z_1Z_2/v$ is about 2.2, neither small, as the Born approximation needs, nor large, as classical orbits need. Neither estimate is therefore safe by itself. The eikonal approximation, which keeps the full phase of the scattered wave at small angles, covers this intermediate case. With the universal potential it gives 138.7 eV, in agreement with the classical orbits; the Born estimate misses most of the shift. The choice of potential does not explain the gap: with the universal potential the Born shift is 0.05 eV against 2.2 eV from classical orbits, and with the Yukawa potential it is 0.02 eV against 1.3 eV.

**Relativity.** Relativistic kinematics raises $T_m$ by 0.05% and the mean by about 0.01 eV, if the $1/T^2$ law is kept.

**Nuclear force.** The head-on distance $d$ is about four times the rough touching distance of the nuclei, $4.8\times10^{-5}$ angstrom, so a classical proton stays outside the nucleus. Nuclear scattering would mainly alter the hardest collisions. Recoils above $T_m/2$ contribute 10.4 eV to the mean, so even a doubling of their cross-section would raise it by only about 8%. This is a test of sensitivity, not a calculation of nuclear scattering.

**Temperature.** At 300 K, $kT=0.026$ eV, less than 0.2% of $E_d$. The thermal velocity of the struck atom adds to the velocity it gains, however, so its final energy near threshold spreads by about $\sqrt{2E_dkT}=0.9$ eV. Averaged over directions, this changes the mean by less than 1%. Temperature also governs the later motion of the defects.

Of the changes calculated here, the one from the threshold is the largest. The numerical output lists the values to more digits than the model's accuracy supports.

## Numbers as computed

```
Proton energy: 1000000 eV
Displacement threshold: 15.0 eV
Proton mass: 1836.15 electron masses
Silicon mass: 51195.8 electron masses
Mass ratio M/m: 27.8821
Maximum recoil energy Tm: 133698.9 eV
Centre-of-mass energy: 965376 eV
Head-on closest approach d: 2.0883e-04 angstrom
Tm/Ed: 8913.3
ln(Tm/Ed): 9.0953
Factor Tm/(Tm-Ed): 1.000112
Mean recoil energy, formula: 136.44 eV
Mean recoil energy, formula: 5.014 hartree
Mean recoil energy, orbit integral: 136.44 eV
Short form Ed*ln(Tm/Ed): 136.43 eV
Mean divided by Tm: 1.021e-03
Median recoil energy: 30.00 eV
Fraction of recoils below the mean: 0.8902
Half the energy lies in recoils above: 1416 eV
Part of mean from each full decade: 34.54 eV
Impact parameter at threshold: 0.00986 angstrom
Cross-section above threshold: 3.0524e-04 angstrom^2
Cross-section above threshold: 3.0524e-20 cm2
Atomic density (rough): 5.0e+22 per cm3
Fluence (rough): 1.0e+12 per cm2
Primary recoil density: 1.526e+15 per cm3
Other threshold (rough): 25.0 eV
Mean for other threshold: 214.65 eV
Layer thickness: 10000 angstrom
Mean excitation energy (rough): 170 eV
Bethe stopping power: 4.27 eV/angstrom
Proton energy at layer exit: 957290 eV
Mean at layer exit: 135.79 eV
Mean for 100000 eV protons: 102.01 eV
Screening length: 0.1653 angstrom
Mean, classical screened orbits: 138.66 eV
Born screening energy: 0.00272 eV
Mean, Born with Yukawa screening: 136.46 eV
Relativistic maximum recoil: 133760.6 eV
Mean with relativistic maximum: 136.452 eV
Nuclear touching distance (rough): 4.8e-05 angstrom
Part of mean from T above Tm/2: 10.40 eV
Thermal energy kT at 300 K: 0.0259 eV
```
